# Cutoff thickness of a silicon slab waveguide on silica: test program

```python
"""
Cutoff of the fundamental modes of a silicon slab on silica under air.
Result under test: h_c = arctan(r*gamma/kappa)/kappa, where
  kappa = k0*sqrt(n_film^2 - n_base^2), gamma = k0*sqrt(n_base^2 - n_cover^2),
  r = 1 for TE and r = n_film^2/n_cover^2 for TM; k0 = 2*pi/wavelength.
The independent road counts guided modes of a finite-element wave equation.
Lengths are in nm. N2 denotes the square of an effective index.
"""
import numpy as np
from scipy.constants import pi
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

wavelength = 1550.0
n_film, n_base, n_cover = 3.476, 1.444, 1.0
e_film, e_base, e_cover = n_film**2, n_base**2, n_cover**2
k0 = 2 * pi / wavelength
POLS = ("TE", "TM")


def weight(eps, pol):
    return 1.0 if pol == "TE" else eps


def thickness(N2, pol, order=0):
    """Film thickness whose mode has squared effective index N2."""
    k = k0 * np.sqrt(e_film - N2)
    g_base = k0 * np.sqrt(max(N2 - e_base, 0.0))
    g_cover = k0 * np.sqrt(N2 - e_cover)
    s = weight(e_film, pol) / weight(e_base, pol)
    r = weight(e_film, pol) / weight(e_cover, pol)
    return (order * pi + np.arctan(s * g_base / k)
            + np.arctan(r * g_cover / k)) / k


def slab_N2(h, pol):
    return brentq(lambda N2: thickness(N2, pol) - h,
                  e_base, e_film - 0.01, xtol=1e-14)


# Graded outer mesh: fine at the film, reaching about 20 mm away from it.
outer = np.diff(25.0 * (1.02 ** np.arange(690) - 1.0))


def count_modes(h, N2, pol, eps=(e_cover, e_film, e_base), skin=0.0):
    """Number of modes with squared effective index above N2.

    Linear finite elements, zero field at the far ends. By Sylvester's law
    the count is the number of positive pivots of the symmetric matrix.
    A skin of silica may lie between cover and film.
    """
    n_skin = 4 if skin > 0 else 0
    length = np.concatenate([outer[::-1], np.full(n_skin, skin / 4),
                             np.full(120, h / 120), outer])
    e = np.concatenate([np.full(outer.size, eps[0]),
                        np.full(n_skin, e_base), np.full(120, eps[1]),
                        np.full(outer.size, eps[2])])
    w = np.ones_like(e) if pol == "TE" else e
    c = k0**2 * (e - N2) / w
    own = -1 / (w * length) + c * length / 3
    off = 1 / (w * length) + c * length / 6
    diagonal = (own[:-1] + own[1:]).tolist()
    coupling2 = (off[1:-1] ** 2).tolist()
    pivot = diagonal[0]
    positive = int(pivot > 0)
    for d, b2 in zip(diagonal[1:], coupling2):
        pivot = d - b2 / pivot
        positive += pivot > 0
    return positive


def flip_point(condition, low, high, steps=45):
    """Bisect for the place where a true/false condition changes."""
    start = condition(low)
    assert condition(high) != start
    for _ in range(steps):
        middle = 0.5 * (low + high)
        if condition(middle) == start:
            low = middle
        else:
            high = middle
    return 0.5 * (low + high)


kappa = k0 * np.sqrt(e_film - e_base)
gamma = k0 * np.sqrt(e_base - e_cover)
ratio = {"TE": 1.0, "TM": e_film / e_cover}
phase = {p: np.arctan(ratio[p] * gamma / kappa) for p in POLS}
cutoff = {p: phase[p] / kappa for p in POLS}
second = {p: (pi + phase[p]) / kappa for p in POLS}

print(f"wavelength = {wavelength:.0f} nm")
print(f"indices film, base, cover = {n_film}, {n_base}, {n_cover}")
print(f"k0 = {k0:.6f} rad/nm")
print(f"kappa at cutoff = {kappa:.6f} rad/nm")
print(f"gamma in air at cutoff = {gamma:.6f} 1/nm")
print(f"gamma/kappa = {gamma / kappa:.5f}")
print(f"TM factor n_film^2/n_cover^2 = {ratio['TM']:.4f}")

# Cutoffs from the appearance of the first and second mode.
for p in POLS:
    h1 = flip_point(lambda h: count_modes(h, e_base, p) >= 1, 5, 200)
    h2 = flip_point(lambda h: count_modes(h, e_base, p) >= 2, 200, 450)
    assert abs(h1 - cutoff[p]) < 0.01
    assert abs(h2 - second[p]) < 0.03
    print(f"{p} phase at cutoff = {phase[p]:.5f} rad")
    print(f"{p} fundamental cutoff, formula = {cutoff[p]:.2f} nm")
    print(f"{p} fundamental cutoff, mode count = {h1:.2f} nm")
    print(f"{p} next-mode cutoff = {second[p]:.1f} nm")
assert round(cutoff["TE"]) == 25 and round(cutoff["TM"]) == 103

# With silica on both sides even a 5 nm film guides; under air it does not.
for p in POLS:
    assert count_modes(5.0, e_base, p, (e_base, e_film, e_base)) == 1
    assert count_modes(5.0, e_base, p) == 0

# Effective index of a common device-layer thickness.
h_device = 220.0
print(f"device-layer thickness = {h_device:.0f} nm")
for p in POLS:
    N2 = slab_N2(h_device, p)
    N2_fem = flip_point(lambda x: count_modes(h_device, x, p) >= 1,
                        e_base, e_film)
    assert abs(np.sqrt(N2) - np.sqrt(N2_fem)) < 1e-3
    print(f"{p} effective index at that thickness = {np.sqrt(N2):.4f}")

# Linear growth of the decay rate in silica just above cutoff.
for p in POLS:
    s = weight(e_film, p) / weight(e_base, p)
    h = cutoff[p] + 0.5
    N2_fem = flip_point(lambda x: count_modes(h, x, p) >= 1,
                        e_base, e_base + 0.1)
    rate_fem = k0 * np.sqrt(N2_fem - e_base)
    assert abs(rate_fem / (kappa**2 * 0.5 / s) - 1) < 0.03
    rate = k0 * np.sqrt(slab_N2(cutoff[p] + 5, p) - e_base)
    print(f"{p} field tail in silica, 5 nm above cutoff:"
          f" exact {1 / rate:.0f} nm,"
          f" linear law {s / (5 * kappa**2):.0f} nm")

# Finite buried oxide: outgoing wave in a silicon handle wafer.
box = 2000.0


def leaky_index(h, pol):
    w1, w2, w3 = (weight(e, pol) for e in (e_film, e_base, e_cover))

    def mismatch(n):
        k = k0 * np.sqrt(e_film - n**2)
        gb = k0 * np.sqrt(n**2 - e_base)
        gc = k0 * np.sqrt(n**2 - e_cover)
        F = np.cos(k * h) + gc / w3 * w1 / k * np.sin(k * h)
        G = gc / w3 * np.cos(k * h) - k / w1 * np.sin(k * h)
        falling, rising = (F - G * w2 / gb) / 2, (F + G * w2 / gb) / 2
        yb, yh = gb / w2, 1j * k / w1
        reflect = (yb + yh) / (yb - yh)
        return rising - falling * np.exp(-2 * gb * box) * reflect

    a = complex(np.sqrt(slab_N2(h, pol)))
    b = a + 1e-6 * (1 + 1j)
    fa, fb = mismatch(a), mismatch(b)
    for _ in range(40):
        if fb == fa or abs(b - a) < 1e-15:
            break
        a, b, fa = b, b - fb * (b - a) / (fb - fa), fb
        fb = mismatch(b)
    assert abs(fb) < 1e-11 and b.imag > 0
    return b


def loss_db_cm(h, pol):
    return 10 / np.log(10) * 2 * k0 * 1e7 * leaky_index(h, pol).imag


print(f"buried oxide (rough typical) = {box:.0f} nm")
for p, low, high in (("TE", 36, 80), ("TM", 160, 220)):
    h = brentq(lambda x: np.log(loss_db_cm(x, p)), low, high)
    n = leaky_index(h, p)
    y = np.array([1.0, k0 * np.sqrt(n**2 - e_cover)
                  / weight(e_cover, p)], dtype=complex)
    for eps, depth in ((e_film, h), (e_base, box)):
        w = weight(eps, p)
        y = solve_ivp(lambda x, v: [w * v[1],
                                    k0**2 * (n**2 - eps) / w * v[0]],
                      (0, depth), y, method="DOP853",
                      rtol=1e-11, atol=1e-14).y[:, -1]
    outgoing = 1j * k0 * np.sqrt(e_film - n**2) / weight(e_film, p)
    assert abs(y[1] / y[0] / outgoing - 1) < 1e-3
    print(f"{p} thickness for 1 dB/cm leakage = {h:.1f} nm,"
          f" effective index {n.real:.4f}")

# Finite width: effective-index estimate; lateral polarization is swapped.
width = 500.0
print(f"strip width (rough typical) = {width:.0f} nm")
for p, lateral in (("TE", "TM"), ("TM", "TE")):
    def lateral_condition(N2):
        k = k0 * np.sqrt(N2 - e_base)
        r = weight(N2, lateral) / weight(e_cover, lateral)
        return k * width / 2 - np.arctan(r * gamma / k)
    N2 = brentq(lateral_condition, e_base + 1e-6, 9.0)
    w_fem = flip_point(lambda x: count_modes(
        x, e_base, lateral, (e_cover, N2, e_cover)) >= 1, 200, 900)
    assert abs(w_fem - width) < 0.5
    print(f"{p} strip: slab index needed = {np.sqrt(N2):.4f},"
          f" estimated cutoff thickness = {thickness(N2, p):.0f} nm")

# Native oxide on the film: the field is linear across it at cutoff.
skin = 2.0
print(f"native oxide (rough typical) = {skin:.0f} nm")
for p in POLS:
    G = gamma / weight(e_cover, p)
    Y = G / (1 + weight(e_base, p) * G * skin)
    h_skin = np.arctan(weight(e_film, p) * Y / kappa) / kappa
    h_fem = flip_point(lambda h: count_modes(
        h, e_base, p, skin=skin) >= 1, 5, 200)
    assert abs(h_skin - h_fem) < 0.01
    print(f"{p} cutoff shift by native oxide = {h_skin - cutoff[p]:.3f} nm")

# Warm film: only the silicon index is changed.
slope, warming = 1.8e-4, 60.0
print(f"silicon dn/dT (rough) = {slope:.1e} 1/K, rise = {warming:.0f} K")
for p in POLS:
    e_warm = (n_film + slope * warming) ** 2
    k_warm = k0 * np.sqrt(e_warm - e_base)
    r_warm = weight(e_warm, p) / weight(e_cover, p)
    h_warm = np.arctan(r_warm * gamma / k_warm) / k_warm
    print(f"{p} cutoff shift by warming = {h_warm - cutoff[p]:.3f} nm")

print("no test failed")
```

It prints:

```
wavelength = 1550 nm
indices film, base, cover = 3.476, 1.444, 1.0
k0 = 0.004054 rad/nm
kappa at cutoff = 0.012817 rad/nm
gamma in air at cutoff = 0.004223 1/nm
gamma/kappa = 0.32946
TM factor n_film^2/n_cover^2 = 12.0826
TE phase at cutoff = 0.31826 rad
TE fundamental cutoff, formula = 24.83 nm
TE fundamental cutoff, mode count = 24.83 nm
TE next-mode cutoff = 269.9 nm
TM phase at cutoff = 1.32468 rad
TM fundamental cutoff, formula = 103.35 nm
TM fundamental cutoff, mode count = 103.35 nm
TM next-mode cutoff = 348.5 nm
device-layer thickness = 220 nm
TE effective index at that thickness = 2.8309
TM effective index at that thickness = 1.8908
TE field tail in silica, 5 nm above cutoff: exact 1339 nm, linear law 1217 nm
TM field tail in silica, 5 nm above cutoff: exact 7071 nm, linear law 7055 nm
buried oxide (rough typical) = 2000 nm
TE thickness for 1 dB/cm leakage = 47.1 nm, effective index 1.5884
TM thickness for 1 dB/cm leakage = 186.0 nm, effective index 1.6202
strip width (rough typical) = 500 nm
TE strip: slab index needed = 1.9013, estimated cutoff thickness = 77 nm
TM strip: slab index needed = 1.6836, estimated cutoff thickness = 196 nm
native oxide (rough typical) = 2 nm
TE cutoff shift by native oxide = -0.194 nm
TM cutoff shift by native oxide = -0.324 nm
silicon dn/dT (rough) = 1.8e-04 1/K, rise = 60 K
TE cutoff shift by warming = -0.179 nm
TM cutoff shift by warming = -0.341 nm
no test failed
```
